\section*{Level Width from the Imaginary Part of the One-Loop Dirac Self-Energy}

\section{A real eigenvalue and a level that decays}

An electron in the $2p_{3/2}$ level of a one-electron ion emits a photon after a finite time, yet the Dirac equation gives this level a real energy. An amplitude $e^{-iEt}$ with real $E$ never decays. The missing width appears when the electron is coupled to the quantized radiation field: the self-energy shift $\Delta E_a$ of an excited level $a$ is complex. To first order in the fine-structure constant $\alpha$,
\begin{equation}
\operatorname{Im}\Delta E_a=-\tfrac12\Gamma_a,\qquad
\Gamma_a=\sum_{0<\varepsilon_n<\varepsilon_a}\sum_J
\left(\Gamma^{EJ}_{an}+\Gamma^{MJ}_{an}\right). \label{main}
\end{equation}
Here $\Gamma_{an}$ is the one-photon rate from $a$ to the level $n$, summed over the magnetic substates of $n$, and $EJ$, $MJ$ are electric and magnetic multipoles. The factor one half arises because a probability is the square of an amplitude:
\begin{equation}
\left|e^{-i(\varepsilon_a+\Delta E_a)t}\right|^2
=e^{2\operatorname{Im}\Delta E_a\,t}=e^{-\Gamma_a t}.
\end{equation}
This exponential law is an approximation for an isolated level. The width must be small compared with the photon energies of the decay and with the distance from other levels of the same parity and angular momentum, which the self-energy can mix with it. Very short and very long times are excluded.

\section{Assumptions and starting expression}

Units are $\hbar=c=1$ and $e^2=\alpha$. The electron moves in a static, local, central potential $V(r)$, with
\begin{equation}
h=\vec\alpha\cdot\vec p+\beta m+V,\qquad h|n\rangle=\varepsilon_n|n\rangle .
\end{equation}
The arrow or an index distinguishes the Dirac matrices $\vec\alpha$ from the constant $\alpha$. Level $a$ is bound with $\varepsilon_a>0$, and the vacuum has all negative-energy states filled. There are no other electrons, and nuclear recoil is neglected.

In Feynman gauge the one-loop self-energy is
\begin{equation}
\Delta E_a=\frac{i}{2\pi}\int_{-\infty}^{\infty}\!d\omega\sum_n
\frac{\langle an|\alpha(1-\vec\alpha_1\!\cdot\vec\alpha_2)\,
e^{i|\omega|r_{12}}/r_{12}|na\rangle}
{\varepsilon_a-\omega-\varepsilon_n(1-i0)}-\delta_m , \label{start}
\end{equation}
where $\langle ab|O|cd\rangle=\int\!\!\int\psi_a^\dagger(1)\psi_b^\dagger(2)O\psi_c(1)\psi_d(2)$ and $\delta_m=\langle a|\beta\,\delta m|a\rangle$ is the mass counterterm. It is real, because a free electron at rest has no state to decay into and $\delta m$ is therefore real. The sign and size of (\ref{start}) are tied to ordinary perturbation theory in Section~\ref{golden}.

The photon function has the Fourier form
\begin{equation}
\frac{e^{i|\omega|r}}{r}=\int\!\frac{d^3k}{(2\pi)^3}
\frac{4\pi e^{i\vec k\cdot\vec r}}{k^2-\omega^2-i0}. \label{fourier}
\end{equation}
Indeed, the angular integral turns the right side into $(i\pi r)^{-1}\int_{-\infty}^{\infty}dk\,k\,e^{ikr}/(k^2-\omega^2-i0)$. Closing in the upper half plane picks the pole $k=|\omega|+i0$ with residue $e^{i|\omega|r}/2$, which gives the left side.

\section{The frequency integral}

Let $\Delta=\varepsilon_a-\varepsilon_n$. For $\varepsilon_n>0$ the required integral is
\begin{equation}
I_+=\frac{i}{2\pi}\int\frac{d\omega}{(\Delta-\omega+i0)(k^2-\omega^2-i0)} .
\end{equation}
The electron pole $\omega=\Delta+i0$ lies above the real axis, and the photon poles are at $\omega=\pm(k-i0)$. We close the contour below, where only $\omega=k-i0$ is enclosed. The residue of $1/(k^2-\omega^2)$ there is $-1/(2k)$, and the clockwise sense gives $-2\pi i$:
\begin{equation}
I_+=\frac{i}{2\pi}(-2\pi i)\frac{-1}{2k(\Delta-k+i0)}
=-\frac{1}{2k(\Delta-k+i0)} .
\end{equation}
For $\varepsilon_n<0$ the electron pole moves to $\Delta-i0$. We close above, where only $\omega=-k+i0$ is enclosed, with residue $+1/(2k)$:
\begin{equation}
I_-=\frac{i}{2\pi}(2\pi i)\frac{1}{2k(\Delta+k-i0)}
=-\frac{1}{2k(\Delta+k-i0)} .
\end{equation}

Define the charge and current amplitudes
\begin{equation}
\rho_n(\vec k)=\langle n|e^{-i\vec k\cdot\vec r}|a\rangle,\qquad
\vec j_n(\vec k)=\langle n|\vec\alpha\,e^{-i\vec k\cdot\vec r}|a\rangle .
\end{equation}
Since $\langle a|e^{i\vec k\cdot\vec r}|n\rangle=\rho_n^*$, and likewise for the current, (\ref{start}) becomes
\begin{equation}
\Delta E_a=-4\pi\alpha\int\!\frac{d^3k}{(2\pi)^3\,2k}\sum_n
\frac{|\rho_n|^2-|\vec j_n|^2}{D_n}-\delta_m, \label{modes}
\end{equation}
with $D_n=\Delta-k+i0$ for $\varepsilon_n>0$ and $D_n=\Delta+k-i0$ for $\varepsilon_n<0$.

\section{Which states give an imaginary part}

The numerators in (\ref{modes}) are real, so an imaginary part needs a vanishing denominator. For negative-energy states $\Delta>0$ and $\Delta+k>0$. For positive-energy states above $a$, $\Delta-k<0$. Neither group contributes. States degenerate with $a$, including $a$ itself, have $D_n=-k+i0$, but the measure $d^3k/k\propto k\,dk$ removes the singularity at $k=0$.

The real part diverges at large $k$ and needs regularization. If one subtracts the same expression for a photon of mass $M$, then $k$ in the denominators is replaced by $\sqrt{k^2+M^2}$. For $M$ larger than every transition energy, $\Delta-\sqrt{k^2+M^2}$ cannot vanish, so the subtraction is real. Renormalization leaves the width unchanged at this order.

For lower positive-energy states put $\omega_n=\varepsilon_a-\varepsilon_n>0$ and use $\operatorname{Im}(x+i0)^{-1}=-\pi\delta(x)$:
\begin{align}
\operatorname{Im}\Delta E_a
&=4\pi^2\alpha\sum_n\int\!\frac{k^2dk\,d\Omega}{(2\pi)^3\,2k}\,
\delta(\omega_n-k)\left(|\rho_n|^2-|\vec j_n|^2\right)\nonumber\\
&=\sum_n\frac{\alpha\omega_n}{4\pi}\int d\Omega\,
\left(|\rho_n|^2-|\vec j_n|^2\right)_{k=\omega_n}. \label{im}
\end{align}
From here on, $\sum_n$ covers these lower states. Because $\int d\Omega\,e^{i\vec k\cdot\vec r}=4\pi\sin(kr)/(kr)$, an equivalent form in coordinate space is
\begin{equation}
\operatorname{Im}\Delta E_a=\alpha\sum_n
\langle an|(1-\vec\alpha_1\!\cdot\vec\alpha_2)
\frac{\sin\omega_nr_{12}}{r_{12}}|na\rangle . \label{sine}
\end{equation}
The factor $\sin(\omega_nr_{12})/r_{12}$ is finite at $r_{12}=0$, where it equals $\omega_n$.

\section{From four photon components to two}

Equation (\ref{im}) contains a charge term and three current components, whereas a real photon has two polarizations. The connection is current conservation. As $V$ and $\beta$ commute with $e^{-i\vec k\cdot\vec r}$,
\begin{equation}
[h,e^{-i\vec k\cdot\vec r}]
=\vec\alpha\cdot[\vec p,e^{-i\vec k\cdot\vec r}]
=-\vec k\cdot\vec\alpha\,e^{-i\vec k\cdot\vec r}.
\end{equation}
Between $\langle n|$ and $|a\rangle$ the left side is $(\varepsilon_n-\varepsilon_a)\rho_n=-\omega_n\rho_n$. Hence $\omega_n\rho_n=\vec k\cdot\vec j_n$, and for $k=\omega_n$ one has $\rho_n=\hat k\cdot\vec j_n$. With two unit polarization vectors $\vec\epsilon_\lambda$ orthogonal to $\vec k$,
\begin{equation}
|\rho_n|^2-|\vec j_n|^2
=|\hat k\cdot\vec j_n|^2-|\vec j_n|^2
=-\sum_{\lambda=1}^2|\vec\epsilon_\lambda^{\,*}\cdot\vec j_n|^2 .\label{trans}
\end{equation}
The charge term cancels the longitudinal current, and the remainder is negative or zero.

This step requires a local potential and states $a$ and $n$ of the same $h$. A nonlocal exchange potential does not commute with $e^{-i\vec k\cdot\vec r}$. With Dirac--Fock orbitals, (\ref{sine}) and the transverse rate can therefore differ unless the missing current contributions are added. An incomplete basis can violate the relation as well.

\section{Comparison with the golden rule}\label{golden}

In a box of volume $\mathcal V$, and with $e^2=\alpha$, the amplitude for emitting one transverse photon has the squared magnitude
\begin{equation}
|H'_{na}|^2=\frac{2\pi\alpha}{k\mathcal V}
|\vec\epsilon_\lambda^{\,*}\cdot\vec j_n|^2 .
\end{equation}
Second-order perturbation theory for a positive-energy intermediate state gives the shift $\sum|H'_{na}|^2/(\Delta-k)$. The transverse part of (\ref{modes}) has the same term: $-4\pi\alpha/(2k)$ times $-|\vec\epsilon^{\,*}_\lambda\cdot\vec j_n|^2$ is $+2\pi\alpha|\vec\epsilon^{\,*}_\lambda\cdot\vec j_n|^2/k$. This fixes the overall sign and normalization of (\ref{start}).

The golden rule now yields
\begin{align}
\Gamma_{an}&=2\pi\sum_\lambda\mathcal V\!\int\!\frac{d^3k}{(2\pi)^3}
\frac{2\pi\alpha}{k\mathcal V}
|\vec\epsilon_\lambda^{\,*}\cdot\vec j_n|^2\delta(\omega_n-k)\nonumber\\
&=\frac{\alpha\omega_n}{2\pi}\sum_\lambda\int d\Omega\,
|\vec\epsilon_\lambda^{\,*}\cdot\vec j_n|^2 . \label{rate}
\end{align}
Inserting (\ref{trans}) in (\ref{im}) gives $-\alpha\omega_n/(4\pi)$ times the same integral, that is, $-\Gamma_{an}/2$ for each final state. The plane wave has not been expanded, so all multipoles are already present.

\section{Resolution into multipoles}

On the unit sphere of photon directions, tangential vector fields have the orthonormal basis
\begin{equation}
\vec Y^{(0)}_{JM}=\frac{\vec L Y_{JM}}{\sqrt{J(J+1)}},\qquad
\vec Y^{(1)}_{JM}=\frac{r\nabla Y_{JM}}{\sqrt{J(J+1)}},\qquad J\ge1 ,
\end{equation}
written here for a general argument $\vec r$, with $\vec L=-i\vec r\times\nabla$. The polarization sum in (\ref{rate}) is the squared tangential part of $\vec j_n$, so by Parseval's relation
\begin{equation}
\sum_\lambda\!\int\! d\Omega\,|\vec\epsilon_\lambda^{\,*}\cdot\vec j_n|^2
=\sum_{JMs}\Bigl|\int d\Omega\,\vec Y^{(s)*}_{JM}(\hat k)\cdot\vec j_n\Bigr|^2 .
\label{parseval}
\end{equation}
No cross terms between multipoles survive the integration over directions. They can survive in the angular distribution from a polarized level.

We need $\int d\Omega\,\vec Y^{(s)}_{JM}(\hat k)e^{i\vec k\cdot\vec r}$. For $s=0$, integration by parts moves $\vec L_k$ onto the exponential with a minus sign, and $\vec L_ke^{i\vec k\cdot\vec r}=-\vec L_re^{i\vec k\cdot\vec r}$. The scalar integral is $4\pi i^Jj_J(kr)Y_{JM}(\hat r)$. The result is $4\pi i^J\vec a^{(0)}_{JM}$ with $\vec a^{(0)}_{JM}=j_J(kr)\vec Y^{(0)}_{JM}(\hat r)$.

For $s=1$, $\vec Y^{(1)}=-i\hat k\times\vec Y^{(0)}$, and a factor $\hat k\times$ under the integral acts as $(ik)^{-1}\nabla\times$. This produces $-k^{-1}\nabla\times(4\pi i^J\vec a^{(0)}_{JM})$. For $\phi=j_JY_{JM}$, with $\nabla^2\phi=-k^2\phi$,
\begin{equation}
\nabla\times\vec L\phi=i\left[k^2\vec r\phi+\nabla\partial_r(r\phi)\right].
\end{equation}
The radial Bessel equation $(rj_J)''=[J(J+1)/r^2-k^2]rj_J$ cancels the $k^2$ term. With $x=kr$ one finds $k^{-1}\nabla\times\vec a^{(0)}=i\vec a^{(1)}$, where
\begin{equation}
\vec a^{(1)}_{JM}=\left(j_J'+\frac{j_J}{x}\right)\vec Y^{(1)}_{JM}
+\sqrt{J(J+1)}\,\frac{j_J}{x}\,\hat rY_{JM},
\end{equation}
and $j_J'=dj_J/dx$. Phases drop out of (\ref{parseval}), leaving
\begin{equation}
\Gamma_{an}=8\pi\alpha\omega_n\sum_{JMs}
|\langle n|\vec\alpha\cdot\vec a^{(s)*}_{JM}|a\rangle|^2 .\label{modesum}
\end{equation}
The value $s=0$ is magnetic and $s=1$ is electric.

\subsection{Radial integrals}

Write $\psi=r^{-1}(iP\,\Omega_{\kappa m},\,Q\,\Omega_{-\kappa m})$, with $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$ and $\vec\sigma\cdot\vec L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$. Complex conjugation of $\vec a_{JM}$ changes $M$ to $-M$ up to a phase, so it may be omitted in the sum. The angular operators are
\begin{equation}
\vec\sigma\cdot\vec LY=[\vec\sigma\cdot\vec L,Y],\qquad
\vec\sigma\cdot r\nabla Y=-\sigma_r[\vec\sigma\cdot\vec L,Y].
\end{equation}
In the magnetic case the upper-lower product is $-iP_nQ_a$ with angular factor $-(\kappa_n+\kappa_a)$; the lower-upper product is $iQ_nP_a$ with factor $+(\kappa_n+\kappa_a)$. The two add. In the electric case, $r\nabla Y$ gives $-i(\kappa_n-\kappa_a)(P_nQ_a+Q_nP_a)$, and $\hat rY$ gives $i(P_nQ_a-Q_nP_a)$. Extracting $i\sqrt{(J+1)/J}$ and the angular matrix element of $Y_{JM}$ leaves
\begin{align}
R_{MJ}&=\frac{\kappa_a+\kappa_n}{J+1}\int_0^\infty\! dr\,
j_J(P_nQ_a+Q_nP_a),\\
R_{EJ}&=\int_0^\infty\! dr\Bigl[\frac{\kappa_a-\kappa_n}{J+1}
\Bigl(j_J'+\frac{j_J}{x}\Bigr)(P_nQ_a+Q_nP_a)\nonumber\\
&\hspace{4.2em}+\frac{Jj_J}{x}(P_nQ_a-Q_nP_a)\Bigr],\quad x=\omega_nr .
\end{align}
Since $Y_{JM}=\sqrt{(2J+1)/4\pi}\,C_{JM}$, and the sum of $|\langle C_{JM}\rangle|^2$ over $M$ and $m_n$ is $(2j_n+1)$ times a squared $3j$ symbol, (\ref{modesum}) becomes
\begin{equation}
\Gamma^{XJ}_{an}=2\alpha\omega_n\frac{(2J+1)(J+1)}{J}(2j_n+1)
\begin{pmatrix}j_a&J&j_n\\-\frac12&0&\frac12\end{pmatrix}^{\!2}
R_{XJ}^2 ,\label{radial}
\end{equation}
with $X=E,M$. Allowed $J\ge1$ lie between $|j_a-j_n|$ and $j_a+j_n$. The sum $l_a+l_n+J$ is even for $EJ$ and odd for $MJ$, where $l$ belongs to the upper component. The rate does not depend on $m_a$.

\section{Long waves}

For wavelengths much larger than the ion, expand the sine kernel:
\begin{equation}
\frac{\sin\omega r_{12}}{r_{12}}=\omega-\frac{\omega^3r_{12}^2}{6}+\cdots .
\end{equation}
In the charge term, orthogonality of $a$ and $n$ removes the constant and the terms in $r_1^2$ and $r_2^2$. The piece $+\omega^3\vec r_1\cdot\vec r_2/3$ gives $\omega^3|\vec r_{na}|^2/3$. In the current term, $\vec\alpha=i[h,\vec r]$ implies $\vec\alpha_{na}=-i\omega\vec r_{na}$, so the leading contribution is $-\omega^3|\vec r_{na}|^2$. For an electric-dipole transition,
\begin{equation}
\operatorname{Im}\Delta E=\alpha\omega^3|\vec r_{na}|^2
\left(\tfrac13-1\right),\qquad
\Gamma=\tfrac43\alpha\omega^3|\vec r_{na}|^2 . \label{dipole}
\end{equation}
The current part is $-3$ times the charge part in this limit.

For $2p\to1s$ in a nonrelativistic hydrogen-like ion with $\zeta=Z\alpha$, $\omega=3m\zeta^2/8$. The radial integral of $r$ is $24(2/3)^5/(\sqrt6\,m\zeta)$; its square is $96(2/3)^{10}/(m\zeta)^2$, and the angular factor is $1/3$. Equation (\ref{dipole}) then gives $\Gamma=(2/3)^8\alpha\zeta^4m$.

\section{Worked example: hydrogen-like tellurium}

Take Te$^{51+}$, $Z=52$, with a point nucleus of infinite mass, so $\zeta=0.37946$. The Dirac--Coulomb radial functions follow from their power-series recurrence. Binding energies are 38.219 keV for $1s$, 9.646 keV for both $2s$ and $2p_{1/2}$, and 9.282 keV for $2p_{3/2}$.

Equation (\ref{sine}) was evaluated as a six-dimensional double integral over explicit four-component spinors. The quadrature was generalized Gauss--Laguerre in $r$, Gauss--Legendre in $\cos\theta$ and uniform in azimuth. The multipole rates come separately from (\ref{radial}) by adaptive radial quadrature.

\subsection{The level $2p_{3/2}$}

For the 28.937 keV transition to $1s$, the charge and current parts give
\begin{equation}
0.73411-2.19060=-1.45649\ \text{eV}.
\end{equation}
Their ratio is $-2.984$, close to the long-wave value $-3$. The rates are $4.42298\times10^{15}\,\mathrm{s}^{-1}$ for $E1$ and $2.615\times10^{12}\,\mathrm{s}^{-1}$ for $M2$.

The two other final levels are both 0.364 keV below. The $2s$ channel contributes $-5.332\times10^{-5}$ eV, with rates $1.620\times10^{11}\,\mathrm{s}^{-1}$ ($E1$) and $1.530\times10^4\,\mathrm{s}^{-1}$ ($M2$). The $2p_{1/2}$ channel contributes $-7.341\times10^{-8}$ eV, with $2.226\times10^8\,\mathrm{s}^{-1}$ ($M1$) and $5.122\times10^5\,\mathrm{s}^{-1}$ ($E2$). The sum is
\begin{equation}
\operatorname{Im}\Delta E=-1.456542\ \text{eV}.
\end{equation}
Half the summed multipole width, with a minus sign, is also $-1.456542$ eV. Thus $\Gamma=2.913$ eV, or $4.426\times10^{15}\,\mathrm{s}^{-1}$, and the one-photon lifetime is $2.26\times10^{-16}$ s. The digits given here serve to compare the two sides within the model. They are not a prediction of that accuracy for the real ion. A uniformly charged nucleus of rms radius 4.74 fm raises $1s$ by 2.5 eV and $2s$ by 0.36 eV, and lowers the rates of $2p_{3/2}\to1s$, $2p_{3/2}\to2s$ and $2s\to1s$ by relative amounts of about $5\times10^{-5}$, $3\times10^{-3}$ and $5\times10^{-4}$. A nonrelativistic estimate of nuclear recoil changes the $E1$ rate by about $4\times10^{-4}$. Radiative level shifts and corrections of higher order in $\alpha$ enter as well; since an $E1$ rate scales roughly as $\omega^3$, a shift of $2s$ by a few eV changes the $2s$ channel by a few per cent.

The nonrelativistic dipole formula gives $4.583\times10^{15}\,\mathrm{s}^{-1}$ for $2p\to1s$. The full rate to $1s$ is 0.9656 times this value. At $Z=1$ the corresponding ratio is 0.999988.

\subsection{The level $2s_{1/2}$: a strong cancellation}

For $2s\to1s$, angular momentum and parity allow only $M1$. The parts are
\begin{equation}
0.02089006-0.02102973=-0.00013967\ \text{eV}.
\end{equation}
The charge amplitude has $J=0$ alone: its multipoles must have even parity, and two angular momenta of $\frac12$ allow at most $J=1$. No transverse photon has $J=0$, so this part cancels entirely against the longitudinal current. Each part is about 150 times the result, and a relative error in one of them grows by that factor. The transverse form (\ref{radial}) avoids the cancellation between charge and current. Its $M1$ radial integral still contains a milder cancellation, between regions of $r$ where the integrand has opposite signs, and needs an accurate quadrature.

The rate is $4.244\times10^{11}\,\mathrm{s}^{-1}$, which corresponds to a one-photon lifetime of 2.36 ps. This is not the complete lifetime: emission of two photons enters the imaginary part at two loops and is absent here. It is not small: the nonrelativistic rate $8.23\,Z^6\,\mathrm{s}^{-1}$ gives about $1.6\times10^{11}\,\mathrm{s}^{-1}$, close to 40\% of the $M1$ rate, which shortens the lifetime to roughly 1.7 ps. The degenerate $2p_{1/2}$ level contributes zero in this model. A shift that places it below $2s$ opens another channel, with a rate that depends on the splitting. For a splitting of 6 eV the dipole formula gives about $7\times10^5\,\mathrm{s}^{-1}$, negligible beside the $M1$ rate; this is only an estimate, because the width of $2p_{1/2}$, about 3 eV, is then comparable with the photon energy.

\section{Use beyond one electron}

If a lower state $n$ is occupied and the occupied states are included in the reference vacuum, its pole is displaced like that of a negative-energy state. The denominator becomes $\Delta+k-i0$, which does not vanish, and the channel closes as the Pauli principle requires. Levels separated by an amount comparable with their widths, and of the same parity and angular momentum, so that the self-energy mixes them, need a complex effective matrix in place of separate shifts.

All numerical values are calculated from the stated model.
